# Bragg-Williams theory of the continuous B2 order-disorder transition

Take a crystal with equal numbers of A and B atoms in which every atom has eight nearest neighbours, and compare two of its states. In the first, every A atom is surrounded by B atoms and every B atom by A atoms. There are four bonds per atom, since eight bonds meet at each atom and each bond is shared by two, so the energy per atom is $4V_{AB}$, where $V_{AB}$ is the energy of an A–B bond. In the second state the atoms are placed at random. A bond is then A–A with probability 1/4, B–B with probability 1/4 and A–B with probability 1/2, and the energy per atom is $V_{AA}+V_{BB}+2V_{AB}$. The random state lies higher by

$$
\Delta E=V_{AA}+V_{BB}-2V_{AB}=2V,\qquad V=\frac{V_{AA}+V_{BB}}{2}-V_{AB}.
$$

The quantity $V$ is the pair ordering energy. It is positive when unlike neighbours are preferred, and this is assumed throughout. The random state has the larger entropy, $k_B\ln2$ per atom, because each site may hold either of two atoms. If these were the only two states, the crystal would jump from one to the other when $\Delta E=k_BT\ln 2$, that is, at $k_BT=2V/\ln2\approx2.89V$. A crystal can also be partly ordered, however. Allowing for this changes both the temperature and the character of the transition. In the Bragg-Williams approximation, derived below, the order vanishes continuously, at $k_BT_c=4V$. A simulation described later shows how far this temperature is from that of the actual lattice model.

The B2 structure is an ordered arrangement on the body-centred cubic lattice. The $N$ sites form two interpenetrating simple cubic sublattices, α (the cube corners) and β (the cube centres), with $N/2$ sites each. Every nearest-neighbour bond joins an α site to a β site. Let A atoms fill a fraction $(1+\eta)/2$ of the α sites and $(1-\eta)/2$ of the β sites, with B atoms on the rest. The overall composition is then equiatomic for every $\eta$. Perfect order is $\eta=1$, randomness is $\eta=0$, and negative $\eta$ describes the same order with the sublattices exchanged. The lattice is rigid for now, and only nearest neighbours interact.

The Bragg-Williams approximation takes the occupations of different sites to be independent once $\eta$ is given. An A–B bond arises with A on α and B on β, or the reverse. Since B fills a fraction $(1+\eta)/2$ of the β sites,

$$
P_{AB}=\left(\frac{1+\eta}{2}\right)^2+\left(\frac{1-\eta}{2}\right)^2=\frac{1+\eta^2}{2}.
$$

An A–A bond needs A on both sites, and a B–B bond needs B on both. Each has probability

$$
P_{AA}=P_{BB}=\frac{1+\eta}{2}\,\frac{1-\eta}{2}=\frac{1-\eta^2}{4}.
$$

With four bonds per atom, the energy per atom is

$$
\begin{aligned}
e&=4\left[\frac{1-\eta^2}{4}(V_{AA}+V_{BB})+\frac{1+\eta^2}{2}V_{AB}\right]\\
&=(V_{AA}+V_{BB}+2V_{AB})-\eta^2(V_{AA}+V_{BB}-2V_{AB})\\
&=e_0-2V\eta^2 .
\end{aligned}
$$

Here $e_0$ is the energy of the random alloy. The energy falls as the square of $\eta$, because ordering helps only when both ends of a bond take part in it.

The entropy follows from counting arrangements. On the α sublattice $N(1+\eta)/4$ sites hold A and $N(1-\eta)/4$ hold B; on β the two numbers are exchanged, so the count is the same. The number of arrangements is

$$
W=\left[\frac{(N/2)!}{\left(\frac{N(1+\eta)}{4}\right)!\left(\frac{N(1-\eta)}{4}\right)!}\right]^2 .
$$

Write $p_\pm=(1\pm\eta)/2$, so that the numbers in the denominator are $Np_\pm/2$, and use Stirling's formula $\ln n!\approx n\ln n-n$. The terms linear in $n$ cancel because $p_++p_-=1$, and so do the terms containing $\ln(N/2)$. What remains is

$$
\ln W=2\cdot\frac N2\left(-p_+\ln p_+-p_-\ln p_-\right).
$$

The configurational entropy per atom is therefore $s=-k_B\,g(\eta)$ with $g=p_+\ln p_++p_-\ln p_-$, and the free energy per atom is

$$
f(\eta)=e_0-2V\eta^2+k_BT\,g(\eta).
$$

To minimize it, differentiate $g$. Since $dp_\pm/d\eta=\pm1/2$,

$$
g'(\eta)=\tfrac12(\ln p_++1)-\tfrac12(\ln p_-+1)=\tfrac12\ln\frac{1+\eta}{1-\eta}=\operatorname{artanh}\eta .
$$

The condition $f'(\eta)=0$ becomes

$$
k_BT\operatorname{artanh}\eta=4V\eta,\qquad\text{or}\qquad \eta=\tanh\frac{4V\eta}{k_BT}.
$$

The value $\eta=0$ satisfies this at every temperature. Whether it is a minimum, and whether another minimum lies lower, can be read from the whole power series of $f$. Integrate $\operatorname{artanh}\eta=\eta+\eta^3/3+\eta^5/5+\dots$ term by term, starting from $g(0)=-\ln2$:

$$
g(\eta)=-\ln2+\frac{\eta^2}{2}+\frac{\eta^4}{12}+\frac{\eta^6}{30}+\dots=-\ln 2+\sum_{n\ge1}\frac{\eta^{2n}}{2n(2n-1)} .
$$

Define $T_c$ by $k_BT_c=4V$. The energy term is then $-k_BT_c\eta^2/2$, and

$$
f(\eta)-f(0)=\frac{k_B(T-T_c)}{2}\eta^2+k_BT\sum_{n\ge2}\frac{\eta^{2n}}{2n(2n-1)} .
$$

Every coefficient beyond the first is positive. For $T\ge T_c$ the right side is positive for all $\eta\ne0$, so the random state is the only minimum. For $T<T_c$ the first coefficient is negative, and $\eta=0$ is a local maximum. For nonzero $\eta$ the equilibrium condition can be written

$$
\frac{\operatorname{artanh}\eta}{\eta}=1+\frac{\eta^2}{3}+\frac{\eta^4}{5}+\dots=\frac{T_c}{T}.
$$

The left side rises steadily from 1 to infinity as $\eta$ goes from 0 to 1, so there is one positive solution, with its mirror image at $-\eta$. These two are the global minima. As $T$ approaches $T_c$ from below, the right side tends to 1 and the solution moves to zero without a jump. Within this model the transition is continuous, at

$$
\boxed{k_BT_c=4V=2\,\Delta E .}
$$

This lies above the temperature $2.89V/k_B$ found by comparing the two extreme states. A little order costs entropy in proportion to $\eta^2$ and gains energy in the same proportion. At $T_c$ these two quadratic terms balance, although complete order would still be unfavourable there.

The minimization has so far admitted only states described by a single $\eta$. Could another pattern of occupations do better? Give each site $i$ its own probability $(1+m_i)/2$ of holding A, keeping the sites independent. The mean energy of the bond between $i$ and $j$ is

$$
\frac{V_{AA}(1+m_i)(1+m_j)+V_{BB}(1-m_i)(1-m_j)+2V_{AB}(1-m_im_j)}{4}.
$$

The product $m_im_j$ appears with coefficient $(V_{AA}+V_{BB}-2V_{AB})/4=V/2$. The terms linear in $m_i$ add up over the crystal to a multiple of $\sum_i m_i$, which is zero at equiatomic composition. From $(m_i+m_j)^2\ge0$ it follows that

$$
\frac V2m_im_j\ge-\frac V4\left(m_i^2+m_j^2\right).
$$

Each site belongs to eight bonds, so the sum of the right side over all bonds is $-2V\sum_im_i^2$. With the entropy terms added, the total free energy satisfies $F\ge\sum_i f(m_i)$, and each $f(m_i)$ is at least the minimum of $f$ found above. The B2 pattern, $m_i=\eta$ on α and $-\eta$ on β, turns both inequalities into equalities. No other arrangement of independent sites has a lower free energy. As a numerical case, minimization over all 128 sites of a periodic cell with $V=20$ meV at 600 K, from 20 random starts, reached a lowest value of $-42.7130$ meV per atom, measured from $e_0$. The B2 formula gives the same value.

Just below $T_c$, keep the first correction in the series for $\operatorname{artanh}\eta/\eta$:

$$
\frac{\eta^2}{3}\approx\frac{T_c}{T}-1\approx1-\frac{T}{T_c},\qquad \eta\approx\sqrt{3\left(1-\frac{T}{T_c}\right)} .
$$

The order parameter is continuous but falls with infinite slope. The energy $e=e_0-\tfrac12k_BT_c\eta^2$ is continuous as well, so there is no latent heat. Its slope is not continuous. Just below $T_c$ the configurational heat capacity per atom is

$$
\frac{de}{dT}=-\frac{k_BT_c}{2}\,\frac{d\eta^2}{dT}=-\frac{k_BT_c}{2}\left(-\frac{3}{T_c}\right)=\frac32k_B ,
$$

and above $T_c$ it is zero, because $\eta$ stays zero there. Differencing the numerical solution for $\eta$ just below $T_c$ gives a jump of $1.500\,k_B$.

At low temperature $\eta$ is close to 1. With $\tanh x\approx1-2e^{-2x}$ for large $x$, the equilibrium condition gives

$$
\frac{1-\eta}{2}\approx e^{-2T_c/T}=e^{-8V/k_BT}.
$$

The left side is the fraction of sites holding the wrong atom. The exponent has a direct meaning. Exchange one A atom with a distant B atom in the perfect crystal. Eight A–B bonds become B–B bonds and eight become A–A bonds, at a cost of $8(V_{AA}+V_{BB}-2V_{AB})=16V$. This energy creates two wrongly occupied sites, or $8V$ for each.

For a numerical example take pair energies $V_{AA}=-0.78$ eV, $V_{BB}=-0.84$ eV and $V_{AB}=-0.83$ eV. Then

$$
V=\frac{-0.78-0.84}{2}+0.83=0.020\ \text{eV},\qquad \Delta E=2V=40\ \text{meV}.
$$

The ordering energy is a small difference between much larger bond energies, so an error of 0.01 eV in $V_{AB}$ alone would change it by half. The transition temperature is

$$
T_c=\frac{4V}{k_B}=\frac{0.0800\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}=928\ \text{K}=655\ ^\circ\text{C}.
$$

The energy formula can be compared with a direct count. At $\eta=0.6$ it gives $-3.28-0.04\times0.36=-3.2944$ eV per atom. Counting every bond in 300 randomly shuffled crystals of 2000 sites, each with this $\eta$, gives an average of $-3.29441$ eV.

Solving the equilibrium condition gives $\eta=0.979$ at 400 K, 0.875 at 600 K, 0.608 at 800 K and 0.299 at 900 K. Most of the order is lost in the last third of the temperature range. At 400 K about 1% of the sites hold the wrong atom, since $(1-0.979)/2\approx0.0105$. The low-temperature formula gives $e^{-2\times2.3209}\approx0.0096$, which is already close.

At 800 K, $\eta^2=1-0.6309=0.3691$. Ordering lowers the energy by $40\times0.3691=14.76$ meV per atom, but the free energy falls by only 1.11 meV. The difference, 13.65 meV, is the lost entropy multiplied by the temperature. The effect of a further term in the free energy is easily judged: a term $c\eta^2$ with constant $c$ lowers the Bragg-Williams transition temperature by $2c/k_B$, or about 23 K for each meV.

The largest addition examined here comes from the central assumption itself. In the random phase, Bragg-Williams theory gives an A–B bond a probability of one half. Real neighbours can prefer unlike partners even when no sublattice preference extends through the crystal. For a single isolated bond with energy $\tfrac V2\sigma_i\sigma_j$, where $\sigma=+1$ for A and $-1$ for B, the Boltzmann weights are $e^{V/2k_BT}$ for unlike and $e^{-V/2k_BT}$ for like pairs. The probability of an unlike pair is then

$$
P_{AB}=\frac12\left(1+\tanh\frac{V}{2k_BT}\right),
$$

which is 0.56 at $k_BT=4V$. This short-range order lowers the energy of the phase without long-range order, and the approximation leaves it out.

Two calculations separate this error from the rest of the derivation. In the first, each α site interacts equally with every β site, the strength being scaled down so that the total remains that of eight neighbours. Any one pair then matters very little, and independent occupation should become accurate for a large crystal. With 20,000 sites on each sublattice, the arrangements belonging to each value of $\eta$ can be counted exactly. On cooling, $\eta=0$ stops being the most probable value at 928.4 K, in agreement with $4V/k_B$. The second is a Monte Carlo calculation for the actual nearest-neighbour lattice, with the same $V$ and with the chemical potentials set so that the average composition is equiatomic. The transition was located where the ratio $1-\langle\eta^4\rangle/3\langle\eta^2\rangle^2$ agrees for periodic crystals of 4 and 8 cubic cells along each edge. The result is

$$
k_BT_c\approx3.16\,V,\qquad T_c\approx734\ \text{K}.
$$

The statistical error is about $0.005V$. The crossing was interpolated linearly between temperatures $0.1V/k_B$ apart, which biases it by about $0.01V$, and the small crystals cause a further shift, so two figures are as much as should be relied on. Precise estimates for the infinite lattice give $k_BT_c\approx3.18\,V$. The true transition of this lattice model lies about a fifth below the Bragg-Williams value. At 800 K the approximation predicts $\eta=0.61$, whereas the nearest-neighbour alloy with the same $V$ has already lost its long-range order.

Three further effects can be estimated within Bragg-Williams theory, each added alone with $V$ held at 20 meV. The first is an interaction between second neighbours. Each atom has six of them, all on its own sublattice, which makes three bonds per atom. For such a bond $m_im_j=\eta^2$, so a second-shell ordering energy $V_2$, defined like $V$, adds $3(V_2/2)\eta^2$ to the energy. The quadratic coefficient of $f$ vanishes when

$$
\frac{k_BT_c}{2}-2V+\frac32V_2=0,\qquad k_BT_c=4V-3V_2 .
$$

A positive $V_2$ favours unlike atoms where B2 order puts like ones, and so it opposes that order. For small $V_2$, here assumed to be $V/10=2$ meV, the transition moves to 859 K, a decrease of 7.5%. The energy separating random from ordered alloy is now $\Delta E=2V-\tfrac32V_2$, so $k_BT_c=2\Delta E$ still holds.

The second effect is vibration. Suppose the random alloy has softer vibrations, and so a larger vibrational entropy, by $\sigma$ per atom. If this excess varies as $\sigma(1-\eta^2)$, it adds $-T\sigma(1-\eta^2)$ to $f$, and the quadratic coefficient vanishes when

$$
\frac{k_BT}{2}+T\sigma-2V=0,\qquad T=\frac{4V/k_B}{1+2\sigma/k_B}.
$$

An assumed $\sigma=0.1\,k_B$ lowers the transition from 928 K to 774 K, by 17%. This is nearly as large as the effect of correlations.

The third effect leaves the quadratic coefficient of $f$ alone, and with it the temperature $T_c=4V/k_B$ at which that coefficient vanishes, but it can destroy continuity. Let the ordering energy depend on the volume strain $\varepsilon$ as $V(1-\gamma\varepsilon)$, and let the crystal have bulk modulus $B$ and atomic volume $\Omega$. At zero pressure the terms containing $\varepsilon$ are $2V\gamma\varepsilon\eta^2+\tfrac12B\Omega\varepsilon^2$. They are smallest at $\varepsilon=-2V\gamma\eta^2/B\Omega$, where their value is

$$
-\frac{(2V\gamma\eta^2)^2}{2B\Omega}=-\frac{\gamma^2(k_BT_c)^2}{8B\Omega}\,\eta^4 .
$$

The crystal contracts as it orders (for $\gamma>0$), which strengthens the ordering energy. The quartic coefficient at $T_c$, previously $k_BT_c/12$, is reduced, and it stays positive if

$$
\gamma^2k_BT_c<\tfrac23B\Omega .
$$

If the left side is the larger, $f$ at $T_c$ first decreases as $\eta$ grows from zero. An ordered state then already lies below the random one slightly above $T_c$, and the order appears with a jump. A search over $\eta$ and $\varepsilon$ at $1.002\,T_c$ agrees with this: the minimum is at $\eta=0$ when $\gamma^2$ is half the limit, and at $\eta>0.2$ when it is one and a half times the limit. With assumed values $B=120$ GPa and $\Omega=0.013$ nm³, $B\Omega=9.74$ eV and the limit is $\gamma=9.0$. For an assumed $\gamma=3$ the relaxation removes 11% of the quartic term, and the Bragg-Williams transition remains continuous. This criterion belongs to the approximation: it leaves out fluctuations near $T_c$, and so does not settle the order of the transition in a real compressible crystal.

The chosen $V$ puts the example in the regime of beta brass, a copper–zinc alloy whose long-range B2 order disappears at very roughly 700 K. The Monte Carlo value of 734 K is near this because $V$ was chosen to bring it there; it is not a prediction for brass. Used alone, the Bragg-Williams formula would overestimate the transition temperature of the lattice model by about a quarter. Compounds considered for interconnects can lie far from this regime. NiAl, for instance, keeps its B2 order up to melting, so a transition temperature calculated for its solid phase would lie above the range in which the solid exists.

For a conductor, the remaining disorder matters as well as $T_c$. The occupation of a site fluctuates with variance $p_+p_-=(1-\eta^2)/4$, compared with $1/4$ in the random alloy. To lowest order in the difference between the atomic potentials, with uncorrelated sites and the electron states held fixed, the scattering rate from this disorder is proportional to the variance. At 400 K, the temperature of a warm interconnect, the Bragg-Williams value of the factor $1-\eta^2$ is 0.042, so about 4% of the random alloy's disorder scattering would remain. The nearest-neighbour lattice with the same $V$ is slightly more disordered at this temperature, with a factor near 0.046. This is an equilibrium value. Atoms must change places to reach it, and a film deposited and kept at temperatures where diffusion is slow may retain much more disorder. Scattering by phonons, surfaces and grain boundaries comes in addition. The full set of computed values is in the numerical output.

## Table of computed values

```
Pair energies V_AA, V_BB, V_AB: -0.78, -0.84, -0.83 eV
Pair ordering energy V: 20.0 meV
Ordering energy per atom dE: 40.0 meV
Boltzmann constant: 8.617333e-05 eV/K
k_B*Tc, Bragg-Williams: 80.0 meV
Tc, Bragg-Williams: 928.4 K = 655.2 deg C
Tc from exact equivalent-neighbour sum: 928.4 K
T = 400 K: Tc/T = 2.3209, eta = 0.9790, 1-eta^2 = 0.0416
T = 600 K: Tc/T = 1.5473, eta = 0.8749, 1-eta^2 = 0.2345
T = 800 K: Tc/T = 1.1605, eta = 0.6076, 1-eta^2 = 0.6309
T = 900 K: Tc/T = 1.0315, eta = 0.2990, 1-eta^2 = 0.9106
Free energy gained by ordering at 800 K: 1.113 meV/atom
Heat capacity jump at Tc (numerical): 1.500 k_B/atom
eta^2/(1-T/Tc) just below Tc (numerical): 3.000
Bond count at eta = 0.6: -3.29441 eV/atom
Energy formula at eta = 0.6: -3.29440 eV/atom
Supercell minimum at 600 K: -42.7130 meV/atom
B2 formula minimum at 600 K: -42.7130 meV/atom
Monte Carlo k_B*Tc/V: 3.161, statistical error 0.002
Tc, Monte Carlo, same V: 734 K
Ratio of Monte Carlo to Bragg-Williams Tc: 0.790
Assumed second-shell ordering energy V2: 2.0 meV
Tc, Bragg-Williams with V2: 858.7 K, change -7.5 %
Assumed vibrational entropy of disordering: 0.10 k_B/atom
Tc, Bragg-Williams with vibrations: 773.6 K, change -16.7 %
Assumed bulk modulus: 120 GPa
Assumed atomic volume: 0.013 nm^3
Bulk modulus times atomic volume: 9.74 eV
Assumed volume sensitivity gamma: 3.0 (dimensionless)
Largest gamma for a continuous transition: 9.01
Fraction of quartic term removed: 0.111
```
